# L1/K and L2/L1 electron-capture ratios from Dirac amplitudes at the nucleus: verification in Python

```python
"""Orbital electron-capture amplitude ratios from Dirac radial functions.

Claim for a point nucleus, zeta=Z*alpha, gamma=sqrt(1-zeta^2),
N=sqrt(2+2*gamma):
  L1/K  = (N+2)(2*gamma+1)/(2*(N+1)*N^(2*gamma+2))
  L2/L1 = (2-N)(N+1)/((2+N)(N-1)).
P=r*g and Q=r*f are the radial functions, with integral(P^2+Q^2)=1.
For a finite nucleus L1/K=(g_2s(0)/g_1s(0))^2 and
L2/L1=(f_2p1/2(0)/g_2s(0))^2. Screening uses exchange-only LDA.
Hartree atomic units are used inside; energies exclude rest energy.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import BSpline, CubicSpline
from scipy.linalg import eigh, block_diag
from scipy.optimize import newton
from numpy.polynomial.legendre import leggauss, legvander
from pyscf import gto, dft

C = 1.0 / const.fine_structure
BOHR_FM = const.physical_constants["Bohr radius"][0] * 1e15
HARTREE_KEV = const.physical_constants["Hartree energy in eV"][0] / 1000


def closed_ratios(zeta):
    gamma = np.sqrt(1 - zeta**2)
    big_n = np.sqrt(2 + 2 * gamma)
    l1k = ((big_n + 2) * (2 * gamma + 1)
           / (2 * (big_n + 1) * big_n**(2 * gamma + 2)))
    l2l1 = (2 - big_n) * (big_n + 1) / ((2 + big_n) * (big_n - 1))
    return np.array([l1k, l2l1])


def nuclear_potential(r, charge, radius):
    inside = -charge * (3 - (r / radius)**2) / (2 * radius)
    return np.where(r < radius, inside, -charge / r)


def outward(kappa, energy, potential, power, minor, start, end, c=C):
    """Squared normalized major coefficient, and large component at end."""
    first = [1.0, minor, 0.0] if kappa < 0 else [minor, 1.0, 0.0]

    def rhs(log_r, y):
        r = math.exp(log_r)
        v = potential(r)
        p, q, _ = y
        return [-(power + kappa) * p + r * (energy + 2*c**2 - v) * q / c,
                -(power - kappa) * q - r * (energy - v) * p / c,
                r**(2 * power + 1) * (p*p + q*q)]

    result = solve_ivp(rhs, (np.log(start), np.log(end)), first,
                       method="DOP853", rtol=1e-10, atol=1e-13)
    assert result.success
    return 1.0 / result.y[2, -1], result.y[0, -1]


def scalar_potential(charge, radius, r_grid=None, electron_v=None):
    """Sphere potential plus an interpolated electronic potential."""
    if r_grid is not None:
        log_grid = np.log(r_grid)
        spline = CubicSpline(log_grid, electron_v)
        lowest, highest = log_grid[0], log_grid[-1]

    def potential(r):
        if r < radius:
            v = -charge * (3 - (r/radius)**2) / (2*radius)
        else:
            v = -charge / r
        if r_grid is not None:
            v += float(spline(min(max(math.log(r), lowest), highest)))
        return v
    return potential


def integrate_states(guesses, potential, radius, c=C):
    """Bound 1s, 2s and optionally 2p1/2 energies and central amplitudes."""
    energies, amplitudes = [], []
    for kappa, guess in zip([-1, -1, 1], guesses):
        end = 14 / np.sqrt(-2 * guess)

        def run(energy):
            return outward(kappa, energy, potential, 1.0, 0.0,
                           radius*1e-4, end, c)

        energy = newton(lambda e: run(e)[1], guess, x1=guess*(1 + 1e-6),
                        tol=1e-8*abs(guess), maxiter=20)
        energies.append(energy)
        amplitudes.append(np.sqrt(run(energy)[0]))
    a = np.array(amplitudes)
    return np.array(energies), a, (a[1:] / a[:-1])**2


class RadialBasis:
    """P splines have one degree more than Q splines (kinetic balance)."""

    def __init__(self, radius, repeated=(1,), degree=8, intervals=41,
                 points=12):
        breaks = np.r_[0.0, np.geomspace(radius, 40.0, intervals + 1)]
        x, self.gauss_w = leggauss(points)
        self.half = np.diff(breaks) / 2
        middle = (breaks[1:] + breaks[:-1]) / 2
        self.r = (middle[:, None] + self.half[:, None] * x).ravel()
        self.w = (self.half[:, None] * self.gauss_w).ravel()
        self.points = points
        leg = legvander(x, points)
        integral = np.empty((points, points))
        integral[:, 0] = x + 1
        for n in range(1, points):
            integral[:, n] = (leg[:, n+1] - leg[:, n-1]) / (2*n + 1)
        self.integrator = integral @ np.linalg.inv(leg[:, :points])

        def splines(deg):
            # Repeated knots lower the smoothness at chosen radii.
            extra = np.repeat(breaks[list(repeated)], 5)
            knots = np.sort(np.r_[[breaks[0]] * deg, breaks, extra,
                                  [breaks[-1]] * deg])
            count = len(knots) - deg - 1
            spline = BSpline(knots, np.eye(count), deg)
            slope = spline.derivative()
            return spline(self.r), slope(self.r), slope(0.0)

        self.p, self.dp, self.p_slope0 = splines(degree)
        self.q, _, self.q_slope0 = splines(degree - 1)

    def cumulative(self, values):
        f = values.reshape(-1, self.points)
        within = self.half[:, None] * (f @ self.integrator.T)
        totals = self.half * (f @ self.gauss_w)
        before = np.r_[0.0, np.cumsum(totals)[:-1]]
        return (before[:, None] + within).ravel()

    def solve(self, kappa, potential, c, number, passes=2):
        ell = kappa if kappa > 0 else -kappa - 1
        p = self.p[:, ell+1:-1]
        dp = self.dp[:, ell+1:-1]
        q = self.q[:, abs(kappa):]
        w = self.w[:, None]
        couple = c * q.T @ (w * (dp + kappa * p / self.r[:, None]))
        v = potential[:, None]
        h = np.block([[p.T @ (w * v * p), couple.T],
                      [couple, q.T @ (w * (v - 2*c*c) * q)]])
        s = block_diag(p.T @ (w * p), q.T @ (w * q))
        scale = 1 / np.sqrt(np.diag(s))
        h = (h + h.T) / 2 * scale[:, None] * scale
        s = (s + s.T) / 2 * scale[:, None] * scale
        energies, vectors = eigh(h, s)
        keep = np.flatnonzero(energies > -c*c)[:number]
        e, x = energies[keep], vectors[:, keep]
        # Inverse iteration and Rayleigh quotients refine the states.
        for _ in range(passes):
            shifted = h - (e * (1 + 1e-7))[:, None, None] * s
            x = np.linalg.solve(shifted, (s @ x).T[:, :, None])[:, :, 0].T
            x = x / np.sqrt(np.sum(x * (s @ x), axis=0))
            e = np.sum(x * (h @ x), axis=0)
        return e, x * scale[:, None], p, q

    def capture_states(self, potential, c=C):
        """Spline energies (1s, 2s, 2p1/2) and central amplitudes."""
        e_s, x_s, _, _ = self.solve(-1, potential, c, 2)
        e_p, x_p, p, _ = self.solve(1, potential, c, 1)
        large_count = len(self.p_slope0) - 2
        g = self.p_slope0[1:-1] @ x_s[:large_count]
        f = self.q_slope0[1:] @ x_p[p.shape[1]:]
        a = np.abs(np.r_[g, f])
        return np.r_[e_s, e_p], a, (a[1:] / a[:-1])**2


def self_consistent(basis, charge, radius, shells, c=C,
                    exchange=1.0, initial=None):
    r = basis.r
    nucleus = nuclear_potential(r, charge, radius)
    if initial is None:
        scale = charge**(1/3)
        electron_v = (charge-1) / r * (1 - 1/(1 + scale*r)**2)
    else:
        electron_v = initial.copy()
    for _ in range(200):
        density = np.zeros_like(r)
        for kappa, number in shells.items():
            _, x, p, q = basis.solve(kappa, nucleus + electron_v, c,
                                     number, passes=1)
            large = p @ x[:p.shape[1]]
            small = q @ x[p.shape[1]:]
            density += 2*abs(kappa) * np.sum(large**2 + small**2, axis=1)
        enclosed = basis.cumulative(density)
        inverse = basis.cumulative(density / r)
        hartree = enclosed / r + basis.w @ (density / r) - inverse
        local_density = density / (4*np.pi*r*r)
        new = hartree - exchange * (3*local_density/np.pi)**(1/3)
        change = np.max(np.abs(r * (new - electron_v)))
        electron_v += 0.35 * (new - electron_v)
        if change < 1e-5:
            assert abs(basis.w @ density - charge) < 1e-7
            return electron_v
    raise AssertionError("self-consistent field did not converge")


def screened_states(basis, charge, radius, electron_v, c=C, count=3):
    """Integrate in a screened potential and check the spline energies."""
    total = nuclear_potential(basis.r, charge, radius) + electron_v
    guesses = basis.capture_states(total, c)[0][:count]
    potential = scalar_potential(charge, radius, basis.r, electron_v)
    states = integrate_states(guesses, potential, radius, c)
    assert np.allclose(states[0], guesses, rtol=1e-5, atol=0)
    return states


# Chiral lepton current: compare s-like upper and p-like lower spinors.
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
pauli = [sx, sy, sz]
gamma5 = np.kron(sx, np.eye(2))
alphas = [np.kron(sx, s) for s in pauli]
sigmas = [np.kron(np.eye(2), s) for s in pauli]
left = (np.eye(4) - gamma5) / 2
for direction in ([0.6, 0.0, 0.8], [2/3, -2/3, 1/3]):
    projector = (np.eye(4) + sum(n*a for n, a in zip(direction, alphas))) / 2
    for operator in [np.eye(4)] + sigmas:
        rate = left @ operator.conj().T @ projector @ operator @ left
        s_weight = np.trace(rate[:2, :2]).real
        p_weight = np.trace(rate[2:, 2:]).real
        assert s_weight > 0.1 and abs(s_weight - p_weight) < 1e-12

# Small-charge expansion of the closed forms.
small_zeta = 0.01
small = closed_ratios(small_zeta)
assert abs((8*small[0]-1)/small_zeta**2 - np.log(2) - 3/16) < 1e-3
assert abs(small[1]/(3*small_zeta**2/16) - 1) < 1e-3

cases = [
    ("Ca", 20, 4.5, {-1: 4, 1: 2, -2: 2}),
    ("Hg", 80, 7.0, {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}),
]
q_capture = 1000.0
print(f"Nonrelativistic unscreened L1/K = {1/8:.6f}")
print(f"Chosen capture energy Q_EC = {q_capture:.1f} keV")

for name, charge, radius_fm, shells in cases:
    zeta = charge / C
    gamma = np.sqrt(1 - zeta**2)
    big_n = np.sqrt(2 + 2*gamma)
    point = closed_ratios(zeta)
    point_energy = C*C * (np.array([gamma, big_n/2, big_n/2]) - 1)

    # Point-nucleus check by integrating the differential equations.
    strengths = []
    for kappa, n, e in zip([-1, -1, 1], [1, 2, 2], point_energy):
        strengths.append(outward(
            kappa, e, lambda r: -charge/r, gamma,
            kappa*(1-gamma)/zeta, 1e-9, 13*n/charge)[0])
    numerical = np.array([strengths[1]/strengths[0],
                          strengths[2]/strengths[1]])
    assert np.allclose(numerical, point, rtol=1e-5, atol=0)

    # Finite nucleus: outward integration versus two spline spaces.
    radius = radius_fm / BOHR_FM
    basis = RadialBasis(radius)
    nucleus = nuclear_potential(basis.r, charge, radius)
    spline_e, smooth_a, _ = basis.capture_states(nucleus)
    many = tuple(range(1, 26, 4))
    check_e, check_a, _ = RadialBasis(radius, many).capture_states(nucleus)
    bare_e, bare_a, bare = integrate_states(
        spline_e, scalar_potential(charge, radius), radius)
    energy_error = np.max(np.abs(np.r_[spline_e/bare_e, check_e/bare_e] - 1))
    smooth_error = np.max(np.abs((smooth_a/bare_a)**2 - 1))
    check_error = np.max(np.abs((check_a/bare_a)**2 - 1))
    print(f"{name}: spline relative energy deviation = {energy_error:.1e}")
    print(f"{name}: squared-amplitude deviation, smooth splines = "
          f"{smooth_error:.1e}, repeated knots = {check_error:.1e}")
    assert energy_error < 1e-5
    assert check_error < 1e-3

    # A tenfold smaller nucleus must approach the point-nucleus ratios.
    tiny_radius = radius / 10
    _, _, tiny = integrate_states(
        point_energy, scalar_potential(charge, tiny_radius), tiny_radius)
    tiny_splines = []
    for repeated in [(1,), many]:
        tiny_basis = RadialBasis(tiny_radius, repeated)
        tiny_v = nuclear_potential(tiny_basis.r, charge, tiny_radius)
        tiny_splines.append(tiny_basis.capture_states(tiny_v)[2][1])
    print(f"{name}: tenfold smaller nucleus L2/L1, integrated = "
          f"{tiny[1]:.6f}, smooth splines = {tiny_splines[0]:.6f}, "
          f"repeated knots = {tiny_splines[1]:.6f}")
    assert abs(tiny[0]/point[0] - 1) < 2e-3
    assert abs(tiny[1]/point[1] - 1) < 1e-2
    assert abs(tiny[1]-point[1]) < 0.5*abs(bare[1]-point[1])

    electron_v = self_consistent(basis, charge, radius, shells)
    energy, amplitude, screened = screened_states(
        basis, charge, radius, electron_v)
    slater_v = self_consistent(basis, charge, radius, shells,
                               exchange=1.5, initial=electron_v)
    _, _, slater = screened_states(basis, charge, radius, slater_v)
    slow_c = 30 * C
    nonrel_v = self_consistent(basis, charge, radius, shells,
                              c=slow_c, initial=electron_v)
    nonrel_e, _, nonrel = screened_states(
        basis, charge, radius, nonrel_v, slow_c, count=2)

    assert nonrel[0] < 1/8 and screened[0] > nonrel[0]
    if name == "Ca":
        assert screened[0] < 1/8
        primitives = gto.expand_etbs([(0, 26, 0.02, 2.2),
                                     (1, 16, 0.03, 2.3)])
        mol = gto.M(atom="Ca 0 0 0", basis={"Ca": primitives}, verbose=0)
        mf = dft.RKS(mol)
        mf.xc = "lda,"
        mf.grids.atom_grid = {"Ca": (200, 110)}
        mf.grids.prune = None
        mf.conv_tol = 1e-9
        mf.kernel()
        assert mf.converged
        values = mol.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]
        central = values @ mf.mo_coeff[:, :2]
        gaussian_ratio = (central[1] / central[0])**2
        assert np.allclose(nonrel_e[:2], mf.mo_energy[:2],
                           rtol=1e-3, atol=0)
        assert abs(nonrel[0]/gaussian_ratio - 1) < 0.005
    else:
        assert screened[0] > 1/8

    binding = -energy * HARTREE_KEV
    neutrino = q_capture - binding
    factors = np.array([(neutrino[1]/neutrino[0])**2,
                        (neutrino[2]/neutrino[1])**2])
    corrected = screened * factors
    print(f"{name}: Z = {charge}, nuclear radius = {radius_fm:.1f} fm")
    print(f"{name}: zeta = {zeta:.6f}, gamma = {gamma:.6f}, N = {big_n:.6f}")
    print(f"{name}: point L1/K = {point[0]:.6f}, L2/L1 = {point[1]:.6f}")
    print(f"{name}: finite bare L1/K = {bare[0]:.6f}, L2/L1 = {bare[1]:.6f}")
    print(f"{name}: screened g_1s(0) = {amplitude[0]:.4f} a0^(-3/2)")
    print(f"{name}: screened g_2s(0) = {amplitude[1]:.4f} a0^(-3/2)")
    print(f"{name}: screened |f_2p1/2(0)| = {amplitude[2]:.4f} a0^(-3/2)")
    print(f"{name}: screened L1/K = {screened[0]:.5f}, L2/L1 = {screened[1]:.5f}")
    print(f"{name}: screened L1/K divided by 1/8 = {8*screened[0]:.4f}")
    print(f"{name}: nonrelativistic screened L1/K = {nonrel[0]:.5f}")
    if name == "Ca":
        print(f"Ca: Gaussian-basis nonrelativistic L1/K = {gaussian_ratio:.5f}")
    print(f"{name}: 3/2 exchange L1/K = {slater[0]:.5f}, L2/L1 = {slater[1]:.5f}")
    print(f"{name}: K, L1, L2 orbital binding = "
          + ", ".join(f"{b:.3f}" for b in binding) + " keV")
    print(f"{name}: neutrino factors L1/K, L2/L1 = "
          f"{factors[0]:.5f}, {factors[1]:.5f}")
    print(f"{name}: corrected L1/K, L2/L1 = "
          f"{corrected[0]:.5f}, {corrected[1]:.5f}")

print("tests ok")
```

Running it gives:

```
Nonrelativistic unscreened L1/K = 0.125000
Chosen capture energy Q_EC = 1000.0 keV
Ca: spline relative energy deviation = 1.3e-07
Ca: squared-amplitude deviation, smooth splines = 4.3e-04, repeated knots = 2.2e-06
Ca: tenfold smaller nucleus L2/L1, integrated = 0.004041, smooth splines = 0.004187, repeated knots = 0.004041
Ca: Z = 20, nuclear radius = 4.5 fm
Ca: zeta = 0.145947, gamma = 0.989292, N = 1.994639
Ca: point L1/K = 0.127373, L2/L1 = 0.004041
Ca: finite bare L1/K = 0.127372, L2/L1 = 0.004048
Ca: screened g_1s(0) = 187.1957 a0^(-3/2)
Ca: screened g_2s(0) = 54.4144 a0^(-3/2)
Ca: screened |f_2p1/2(0)| = 2.9691 a0^(-3/2)
Ca: screened L1/K = 0.08450, L2/L1 = 0.00298
Ca: screened L1/K divided by 1/8 = 0.6760
Ca: nonrelativistic screened L1/K = 0.08298
Ca: Gaussian-basis nonrelativistic L1/K = 0.08298
Ca: 3/2 exchange L1/K = 0.08623, L2/L1 = 0.00306
Ca: K, L1, L2 orbital binding = 3.935, 0.411, 0.335 keV
Ca: neutrino factors L1/K, L2/L1 = 1.00709, 1.00015
Ca: corrected L1/K, L2/L1 = 0.08510, 0.00298
Hg: spline relative energy deviation = 9.5e-08
Hg: squared-amplitude deviation, smooth splines = 1.5e-05, repeated knots = 1.0e-05
Hg: tenfold smaller nucleus L2/L1, integrated = 0.079472, smooth splines = 0.079726, repeated knots = 0.079472
Hg: Z = 80, nuclear radius = 7.0 fm
Hg: zeta = 0.583788, gamma = 0.811906, N = 1.903631
Hg: point L1/K = 0.171110, L2/L1 = 0.079326
Hg: finite bare L1/K = 0.170671, L2/L1 = 0.080834
Hg: screened g_1s(0) = 3460.7894 a0^(-3/2)
Hg: screened g_2s(0) = 1345.8724 a0^(-3/2)
Hg: screened |f_2p1/2(0)| = 368.4121 a0^(-3/2)
Hg: screened L1/K = 0.15124, L2/L1 = 0.07493
Hg: screened L1/K divided by 1/8 = 1.2099
Hg: nonrelativistic screened L1/K = 0.11079
Hg: 3/2 exchange L1/K = 0.15182, L2/L1 = 0.07548
Hg: K, L1, L2 orbital binding = 82.928, 14.686, 14.100 keV
Hg: neutrino factors L1/K, L2/L1 = 1.15436, 1.00119
Hg: corrected L1/K, L2/L1 = 0.17458, 0.07502
tests ok
```
